\section*{Fundamental gap, Kohn–Sham gap and the jump of the exchange-correlation potential}

\section{Definitions and conventions}

Electrons move in a fixed, spin-independent external potential $v(\mathbf r)$. Atomic units are used unless a lattice model is under discussion. Let $E(M)$ be the ground-state energy with an integer number $M$ of electrons. For a chosen integer $N_0$,
\begin{equation}
I=E(N_0-1)-E(N_0),\qquad A=E(N_0)-E(N_0+1)
\end{equation}
are the ionization energy and the electron affinity, and $E_g=I-A$ is the fundamental gap.

A non-integer $N$ is the mean number of electrons in a statistical mixture, described by a density operator $\Gamma$. With the Hamiltonian $\hat H_v=\hat T+\hat W+\hat V$ (kinetic energy, repulsion, external potential),
\begin{equation}
E_v(N)=\min_{\Gamma\to N}\operatorname{Tr}\Gamma\hat H_v .
\label{eq:ens}
\end{equation}
The density $n$ is summed over spin and $\int n=N$. Superscripts $\pm$ denote limits $N\to N_0$ from above and below. The levels $\varepsilon_H$ and $\varepsilon_L$ are the highest occupied and the next available Kohn--Sham (KS) levels, in the KS potential reached from below. For odd $N_0$ the highest level is half filled, so $H$ and $L$ are the same spatial level.

The result to be derived is
\begin{equation}
E_g=(\varepsilon_L-\varepsilon_H)+\Delta_{xc},\qquad
\Delta_{xc}=v_{xc}^{+}(\mathbf r)-v_{xc}^{-}(\mathbf r),
\label{eq:result}
\end{equation}
with $\Delta_{xc}$ independent of $\mathbf r$. The assumptions are these:
\begin{itemize}
\item $E(M)$ is convex in $M$, and the minima used are attained. In particular, the extra electron is bound.
\item The densities are ground-state ensemble densities of both an interacting and a non-interacting system.
\item The potentials vary continuously with the density on each side of $N_0$ and have one-sided limits.
\item Apart from spin, the interacting ground states at integer $M$ and the frontier KS levels are non-degenerate. Each integer ground-state density is then unique, and the KS state at $N_0$ is a single determinant.
\end{itemize}

\section{The energy between integers}

Let $p_M$ be the weight of particle number $M$ in the mixture. For given weights the best energy is $\sum_M p_ME(M)$, with $\sum_M p_M=1$ and $\sum_M p_MM=N$. Take $K\le N\le K+1$ and draw the line
\begin{equation}
\ell(M)=E(K)+(M-K)\,[E(K+1)-E(K)] .
\end{equation}
Convexity means that the increments $E(M+1)-E(M)$ do not decrease with $M$. Going up from $K+1$, each increment is at least the slope of $\ell$. Going down from $K$, each increment passed is at most that slope. In both directions $E(M)\ge\ell(M)$. Because $\ell$ is linear,
\begin{equation}
\sum_M p_ME(M)\ge\sum_M p_M\ell(M)=\ell(N).
\end{equation}
Mixing only $K$ and $K+1$ attains this bound. Hence, for $0\le\delta\le1$,
\begin{align}
E(N_0-\delta)&=(1-\delta)E(N_0)+\delta E(N_0-1)=E(N_0)+\delta I,\\
E(N_0+\delta)&=(1-\delta)E(N_0)+\delta E(N_0+1)=E(N_0)-\delta A .
\end{align}
Since $N=N_0\mp\delta$ in the two lines, the slopes $\mu=dE/dN$ are
\begin{equation}
\mu^-=-I,\qquad \mu^+=-A,\qquad \mu^+-\mu^-=I-A=E_g .
\label{eq:slopes}
\end{equation}
The density is mixed with the same weights, so it tends to the $N_0$-electron density $n_0$ from both sides. The slope jumps while the density is continuous. If convexity fails, other particle numbers can enter the mixture and (\ref{eq:slopes}) no longer follows.

\section{The universal functional and its derivative}

Define, with $N=\int n$,
\begin{equation}
F[n]=\max_{u}\Big\{E_u(N)-\int u\,n\Big\}.
\label{eq:F}
\end{equation}
If $n$ is the ground-state density in $v$, the maximum is reached at $u=v$. To see this, use the ground-state mixture $\Gamma_v$ as a trial in another potential $u$:
\begin{equation}
E_u(N)\le\operatorname{Tr}\Gamma_v\hat H_u=E_v(N)+\int(u-v)n .
\end{equation}
Moving $\int u\,n$ to the left gives $E_u(N)-\int u\,n\le E_v(N)-\int v\,n$. Therefore $F[n]=E_v(N)-\int v\,n=\operatorname{Tr}\Gamma_v(\hat T+\hat W)$, the internal energy.

Now let $N$ be non-integer and change $n$ to $n+\eta$, with $\eta$ so small that no integer is crossed. The particle number changes by $\int\eta$. Let $v'$ and $\mu'$ belong to $n+\eta$. Using $v$ as a trial in (\ref{eq:F}) for $n+\eta$, and the linearity of $E_v(N)$,
\begin{align}
F[n+\eta]&\ge E_v(N)+\mu\int\eta-\int v(n+\eta)
=F[n]+\int(\mu-v)\eta .
\end{align}
Using $v'$ as a trial for $n$ gives in the same way
\begin{equation}
F[n]\ge F[n+\eta]-\int(\mu'-v')\eta .
\end{equation}
The change of $F$ thus lies between $\int(\mu-v)\eta$ and $\int(\mu'-v')\eta$. By the assumed continuity the two agree to first order, so
\begin{equation}
\frac{\delta F}{\delta n(\mathbf r)}=\mu-v(\mathbf r).
\label{eq:dF}
\end{equation}
Adding a constant to $v$ adds the same constant to $\mu$ and leaves (\ref{eq:dF}) unchanged. At fixed $v$, (\ref{eq:slopes}) shows that $\delta F/\delta n$ jumps by $E_g$ at every $\mathbf r$.

Variations restricted to $\int\eta=0$ would not detect a constant in $\delta F/\delta n$. It is fixed here because $N$ is allowed to vary, and its value depends on the side from which $N_0$ is approached.

\section{The frontier Kohn--Sham level}

Without repulsion, the same argument defines the non-interacting kinetic functional $T_s[n]$. The energy is then a sum of orbital energies filled from below, so its slope in $N$ is the partly filled level $\varepsilon_f$. If $w$ is a non-interacting potential that reproduces $n$,
\begin{equation}
\frac{\delta T_s}{\delta n}=\varepsilon_f[w]-w .
\label{eq:dT}
\end{equation}
Write $F=T_s+E_H+E_{xc}$, where $E_H$ is the Hartree energy, and define $v_H=\delta E_H/\delta n$, $v_{xc}=\delta E_{xc}/\delta n$ and $v_s=v+v_H+v_{xc}$. Equation (\ref{eq:dF}) becomes
\begin{equation}
\frac{\delta T_s}{\delta n}=\mu-v-v_H-v_{xc}=\mu-v_s .
\end{equation}
Comparison with (\ref{eq:dT}) gives $v_s-w=\mu-\varepsilon_f[w]$, a constant. So $v_s$ also reproduces $n$, and its levels are those of $w$ raised by $\mu-\varepsilon_f[w]$. Its partly filled level is therefore
\begin{equation}
\varepsilon_f[v_s]=\varepsilon_f[w]+\mu-\varepsilon_f[w]=\mu .
\end{equation}
By (\ref{eq:slopes}) this level is $-I$ just below $N_0$ and $-A$ just above it.

\section{Why the jump is a spatial constant}

Let $v_s^-$ and $v_s^+$ be the limits of the KS potential. As $\delta\to0$, the lowest $N_0$ spin orbitals in either potential have the total density $n_0$. Let $\Phi^\pm$ be the corresponding determinants, with the same spin projection if $N_0$ is odd, and let $T^\pm$ be their kinetic energies. Using $\Phi^-$ as a trial in $v_s^+$ gives
\begin{equation}
T^-+\int v_s^+n_0\ge T^++\int v_s^+n_0 ,
\end{equation}
so $T^-\ge T^+$. Exchanging the roles gives $T^+\ge T^-$. The two are equal, and $\Phi^-$ is a ground state in both potentials. Subtracting its two Schr\"odinger equations, with total energies $\mathcal E^\pm$, leaves
\begin{equation}
\sum_{i=1}^{N_0}\big[v_s^+(\mathbf r_i)-v_s^-(\mathbf r_i)\big]=\mathcal E^+-\mathcal E^-
\quad\text{wherever }\Phi^-\neq0 .
\end{equation}
Move one coordinate and hold the others fixed. The right side does not change, so $v_s^+-v_s^-$ has the same value at the old and new positions. This gives one constant $C$ for the whole system, provided that such moves between configurations with $\Phi^-\ne0$ connect all positions. On a lattice this proviso concerns the sites.

The external potential is fixed, and $v_H$ is continuous because the density is. The constant therefore belongs to the exchange-correlation potential:
\begin{equation}
v_{xc}^+-v_{xc}^-=C\equiv\Delta_{xc}.
\end{equation}

A constant shift leaves the orbitals unchanged and raises every level by $\Delta_{xc}$. The frontier level is $\varepsilon_H$ below $N_0$ and $\varepsilon_L+\Delta_{xc}$ above it:
\begin{equation}
-I=\varepsilon_H,\qquad -A=\varepsilon_L+\Delta_{xc}.
\end{equation}
Subtracting the first relation from the second gives (\ref{eq:result}).

The kinetic functional carries the other part of the gap. From $\delta T_s/\delta n=\mu-v_s$, its jump is
\begin{equation}
(\mu^+-\mu^-)-(v_s^+-v_s^-)=E_g-\Delta_{xc}=\varepsilon_L-\varepsilon_H .
\end{equation}
An approximate functional whose $v_{xc}$ is a continuous function of the density has $\Delta_{xc}=0$. Its KS gap then has no such term added to it, however accurate the density may be.

\section{Worked example: four sites}

A lattice makes the functional derivatives ordinary partial derivatives with respect to the site occupations $n_i$. Take an open chain with
\begin{equation}
\hat H=-t\sum_{i=1}^{3}\sum_\sigma(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.})
+U\sum_i\hat n_{i\uparrow}\hat n_{i\downarrow}+\sum_i v_i\hat n_i ,
\end{equation}
$U=4t$, $v=(-4.6,-3.8,-4.2,-3.4)\,t$ and $N_0=4$. The Hartree energy is $E_H=(U/2)\sum_in_i^2$, so $v_{H,i}=Un_i$. Exact diagonalization gives
\begin{equation}
E(3)=-14.75603\,t,\quad E(4)=-17.99535\,t,\quad E(5)=-18.75603\,t .
\end{equation}
Therefore
\begin{align}
I&=(-14.75603+17.99535)\,t=3.23932\,t,\\
A&=(-17.99535+18.75603)\,t=0.76068\,t,\\
E_g&=(3.23932-0.76068)\,t=2.4786\,t .
\end{align}
The smallest second difference $E(M+1)+E(M-1)-2E(M)$ is $0.578\,t$, so this chain meets the convexity condition.

The non-interacting potential that reproduces the four-electron density has the gap $\varepsilon_L-\varepsilon_H=1.2371\,t$. The theorem then requires
\begin{equation}
\Delta_{xc}=(2.4786-1.2371)\,t\simeq1.242\,t .
\end{equation}

The numerical check tests this value separately. It evaluates $F$ and $T_s$ by the maximization (\ref{eq:F}) and differentiates them numerically, site by site, at $N=4\pm\delta$. For $\delta=0.001$ the potentials, in units of $t$, are:
\begin{center}
\begin{tabular}{ccccc}
site & $n_i(N{=}4)$ & $v_{xc}(3.999)$ & $v_{xc}(4.001)$ & jump\\
1 & 1.0566 & $-2.2693$ & $-1.0299$ & 1.2395\\
2 & 0.9533 & $-2.5509$ & $-1.3116$ & 1.2394\\
3 & 1.0467 & $-2.6884$ & $-1.4491$ & 1.2394\\
4 & 0.9434 & $-2.9701$ & $-1.7307$ & 1.2395
\end{tabular}
\end{center}
On either side $v_{xc}$ varies by $0.70\,t$ along the chain, while the jump varies by about $10^{-4}t$. The largest deviation of the jump from $\Delta_{xc}$ is $0.00445\,t$ for $\delta=0.002$ and $0.00223\,t$ for $\delta=0.001$. This halving is the linear behaviour expected if each one-sided potential is smooth in $\delta$. If $J(\delta)=J(0)+a\delta+O(\delta^2)$, then
\begin{equation}
2J(\delta)-J(2\delta)=J(0)+O(\delta^2)
\end{equation}
removes the linear term. It gives $1.2416\,t$ on all four sites. The jumps of $\partial F/\partial n_i$ and $\partial T_s/\partial n_i$ are likewise uniform, $2.4786\,t$ and $1.2371\,t$.

The frontier level calculated from the differentiated potential is $-3.2393\,t$ at $N=3.999$ and $-0.7607\,t$ at $N=4.001$, in agreement with $-I$ and $-A$. Across the integer it rises by $2.4786\,t$, of which the KS level spacing supplies only half.

The energies $E(3)$ and $E(5)$ differ by $4t$ to the printed digits because of a symmetry of the chosen potentials, $v_i+v_{5-i}=-8t$. The map $c_{i\sigma}\to(-1)^ic^\dagger_{5-i,\sigma}$ preserves the hopping and sends $\hat n_i$ to $2-\hat n_{5-i}$. The potential at site $i$ becomes $-v_{5-i}-U=v_i+4t$, and the constant left over is $2\sum_iv_i+4U=-16t$. Hence $E(8-M)=E(M)+4tM-16t$, which for $M=3$ is $E(5)=E(3)-4t$. The theorem does not need this symmetry.

\subsection*{Dependence on the repulsion}

At $U=0$, $F=T_s$ and $E_H=0$, so $E_{xc}=0$ and $\Delta_{xc}=0$: the whole gap is the level spacing. For the same chain with repulsion, energies in $t$:
\begin{center}
\begin{tabular}{ccccc}
$U$ & $E_g$ & KS gap & $\Delta_{xc}$ & $\Delta_{xc}/E_g$\\
1 & 1.386 & 1.339 & 0.047 & 0.03\\
4 & 2.479 & 1.237 & 1.242 & 0.50\\
8 & 5.639 & 1.236 & 4.403 & 0.78
\end{tabular}
\end{center}
Between $U=4t$ and $U=8t$ the fundamental gap more than doubles, while the KS gap changes by about $0.001\,t$. That change is a slight decrease, so in this chain the whole increase lies in $\Delta_{xc}$, which rises by $3.162\,t$ while the gap rises by $3.160\,t$.

\section{What the constant means in a continuum}

In a continuum $v_s$ is required to vanish at infinity, which seems to forbid a constant shift. The resolution is the order of limits: the shift is constant when $\delta\to0$ at fixed position. The case $N_0=1$ in one dimension shows this explicitly.

For $N\le2$, the spin-summed KS system fills one spatial orbital $\phi\propto\sqrt n$. Its equation $-\tfrac12\phi''+v_s\phi=\varepsilon_f\phi$ can be solved for the potential:
\begin{equation}
v_s(x)=\varepsilon_f+\frac{\phi''(x)}{2\phi(x)} .
\end{equation}
Let $n_1$ and $n_2$ be the one- and two-electron densities. Below $N=1$, $n=(1-\delta)n_1$ and $\phi$ is proportional to the true one-electron orbital, for which $\phi''/(2\phi)=v-E(1)=v+I$. With $\varepsilon_f=-I$ this gives $v_s=v$.

Above $N=1$, $n=(1-\delta)n_1+\delta n_2$ and $\varepsilon_f=-A$. At fixed $x$, $\delta\to0$ gives $\phi''/(2\phi)\to v+I$, and so
\begin{equation}
v_s(x)\to v(x)+I-A .
\end{equation}
The Hartree potential changes by $O(\delta)$, so the jump belongs to $v_{xc}$. The KS gap is zero here, because the same level accepts the second electron, and $\Delta_{xc}=I-A$.

Far away the order of limits matters. Suppose that the well and the repulsion are short-ranged. Outside the well, expand the two-electron function in one-electron states of energy $E_j$ for the electron left behind. The outer factor obeys $-\tfrac12f_j''=(E(2)-E_j)f_j$. The slowest decay belongs to the lowest state, $E_j=E(1)$, where $E(2)-E(1)=-A$. Thus
\begin{equation}
n_1\sim a_1e^{-2\kappa_1|x|},\quad n_2\sim a_2e^{-2\kappa_2|x|},\quad
\kappa_1=\sqrt{2I},\quad \kappa_2=\sqrt{2A}.
\end{equation}
Since $I>A$, $n_2$ dominates far out for any fixed $\delta>0$. There $\phi''/(2\phi)\to\kappa_2^2/2=A$ and $v_s\to0$, as required. The two contributions to $n$ are equal at
\begin{equation}
x_\delta=\frac{\ln[(1-\delta)/\delta]+\ln(a_1/a_2)}{2(\kappa_1-\kappa_2)} .
\label{eq:edge}
\end{equation}
In this outer region $n$ is a sum of two exponentials, and changing $\delta$ changes their ratio. Apart from an overall factor, which cancels in $\phi''/\phi$, this is a translation in $x$. The edge of the plateau therefore keeps its shape and moves outward with $x_\delta$.

For numbers, take $v=-3\operatorname{sech}^2x$ and the repulsion $2\operatorname{sech}^2(x_1-x_2)$. The orbital $\operatorname{sech}^2x$ satisfies $\phi''=(4-6\operatorname{sech}^2x)\phi$, so the one-electron energy is $-2$ hartree. A grid of spacing $0.125$ bohr gives $E(1)=-2.0015$ and $E(2)=-2.7454$ hartree. The error of $0.0015$ hartree in $E(1)$ shows that the third and later decimals of these energies describe the grid model rather than the continuum well. The edge positions given below, and the shift close to the edge, are more sensitive and depend on the grid already in the second decimal. In the grid-converged limit $E(2)=-2.7437$ and $I-A=1.2563$ hartree, the three edges lie at $3.745$, $6.69$ and $9.64$ bohr, and the shift at $x=10$ bohr for $\delta=10^{-6}$ is $0.456$ hartree. On this grid
\begin{equation}
E_g=I-A=(2.0015-0.7439)\ \text{hartree}\simeq1.258\ \text{hartree}\simeq34.2\ \text{eV}.
\end{equation}
The potential shift between $N=1+\delta$ and $N$ just below 1 is, in hartree:
\begin{center}
\begin{tabular}{cccc}
$\delta$ & at $x=0$ & at $x=10$ bohr & half-height edge (bohr)\\
$10^{-2}$ & 1.2623 & 0.0001 & 3.75\\
$10^{-4}$ & 1.2577 & 0.0074 & 6.71\\
$10^{-6}$ & 1.2576 & 0.4719 & 9.68
\end{tabular}
\end{center}
For $\delta=10^{-6}$ the shift equals $I-A$ within $4\times10^{-5}$ hartree throughout $|x|\le3$ bohr. The point $x=10$ bohr then lies just outside the half-height edge, which explains its intermediate value. From $\delta=10^{-4}$ to $10^{-6}$, (\ref{eq:edge}) predicts a displacement
\begin{equation}
\frac{\ln100}{2(2.0007-1.2197)}\ \text{bohr}=2.95\ \text{bohr},
\end{equation}
against $2.96$ bohr measured on the grid. The difference is a grid effect. With spacing $h$ the decay constants obey $\cosh\kappa_1h=1+Ih^2$ and $\cosh\kappa_2h=1+Ah^2$, which gives $2.963$ bohr, and in the converged limit prediction and measurement are both $2.950$ bohr. The half-height edge is not $x_\delta$ itself but lies about $0.15$ bohr beyond it. The plateau thus covers any fixed region as $\delta\to0$, while at each non-zero $\delta$ the potential still vanishes at infinity.

\section*{Numbers as computed}
\begin{verbatim}
HUBBARD CHAIN, 4 sites, N0 = 4, energies in t
U = 4.0 t; site potentials (t): [-4.6 -3.8 -4.2 -3.4]
E(3) = -14.75603 t
E(4) = -17.99535 t
E(5) = -18.75603 t
smallest second difference of E(M) = 0.5779 t
E(4.3): best mixture -18.22355 t, line -18.22355 t
I = 3.23932 t, A = 0.76068 t
fundamental gap I-A = 2.47863 t
KS gap from density inversion = 1.23706 t
Delta_xc = gap difference = 1.24158 t
frontier KS level at N = 3.999: -3.23932 t
frontier KS level at N = 4.001: -0.76068 t
site: n(N=4), vxc(3.999), vxc(4.001), jump (t)
  1: 1.05659 -2.26930 -1.02985 1.23945
  2: 0.95329 -2.55095 -1.31160 1.23935
  3: 1.04671 -2.68840 -1.44905 1.23935
  4: 0.94341 -2.97015 -1.73070 1.23945
limits of the jumps, site: dF/dn, dTs/dn, vxc (t)
  1: 2.47863 1.23706 1.24157
  2: 2.47863 1.23706 1.24157
  3: 2.47863 1.23706 1.24157
  4: 2.47863 1.23706 1.24157
largest vxc-jump deviation, delta=0.002: 0.004454 t
largest vxc-jump deviation, delta=0.001: 0.002228 t
U (t): gap (t), KS gap (t), Delta_xc (t), xc share
  1: 1.3858 1.3388 0.0471 0.034
  4: 2.4786 1.2371 1.2416 0.501
  8: 5.6391 1.2358 4.4033 0.781
CONTINUUM WELL, N0 = 1, atomic units
grid spacing = 0.125 bohr, walls near +-13 bohr
E(1) = -2.00149 hartree, E(2) = -2.74535 hartree
I = 2.00149 hartree, A = 0.74386 hartree
gap I-A = 1.25764 hartree = 34.222 eV
kappa_1 = 2.0007, kappa_2 = 1.2197 1/bohr
delta: shift at x=0, at x=10 bohr (hartree), edge (bohr)
  1e-02: 1.26233 0.00007 3.751
  1e-04: 1.25768 0.00740 6.712
  1e-06: 1.25764 0.47187 9.676
max plateau error, |x|<=3, delta=1e-6: 3.7e-05 hartree
edge move, delta 1e-4 to 1e-6: 2.963 bohr
edge move from decay constants: 2.948 bohr
\end{verbatim}
